# Why conduction envelopes of different subbands need not be orthogonal: test program

```python
"""
Result under test: for bound states m != n of a two-band heterostructure,
    integral f_m f_n dz = - integral g_m g_n dz,
so conduction envelopes f alone need not be orthogonal, but (f, g) pairs are.
Two-band equations:  E f = Ec f + P g',   E g = Ev g - P f'.
Ec, Ev : conduction and valence band edges (eV), constant in each layer
P      : interband coupling (eV nm);  A = hbar^2/(2 m(E,z)) = P^2/(E - Ev)
Energies are in eV and lengths in nm. z = 0 is the left edge of the well.
"""
import numpy as np
from collections import namedtuple
from scipy import constants as const
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq

HB = const.hbar**2 / (2 * const.m_e) / const.e * 1e18   # hbar^2/2m0, eV nm^2

# couplings: list of (P_j^2, Ev_j) for every eliminated band
# A0: energy-independent part of hbar^2/2m
Layer = namedtuple("Layer", "width Ec couplings A0")

GAP, MASS = 0.75, 0.043            # deep layer: gap (eV), band-edge mass (m0)
DEC, DEV = 0.50, 0.20              # conduction and valence offsets (eV)
STEP = 0.40                        # position of step between well and barrier
W_DEEP, W_STEP = 5.0, 5.0          # widths (nm)
P2 = HB * GAP / MASS
P = np.sqrt(P2)
OUTER = 60.0                       # barrier thickness used in quadrature (nm)


def two_band(width, x, shift=0.0, scale=1.0, extra_gap=0.0):
    """x = 0 deep layer, x = 1 barrier; scale multiplies gap and P^2."""
    Ec = x * DEC
    gap = GAP + x * (DEC + DEV) + extra_gap
    return Layer(width, Ec + shift, [(scale * P2, Ec - scale * gap)], 0.0)


def step_well(shift=0.0, **kw):
    return [two_band(OUTER, 1, **kw), two_band(W_DEEP, 0, shift, **kw),
            two_band(W_STEP, STEP, **kw), two_band(OUTER, 1, **kw)]


def stiffness(layer, E):
    return layer.A0 + sum(p2 / (E - ev) for p2, ev in layer.couplings)


def propagate(layer, E, f, u, z):
    """Advance f and u = A f' by a distance z inside one layer."""
    A = stiffness(layer, E)
    k = np.sqrt(complex((E - layer.Ec) / A)) or 1e-9
    c, s = np.cos(k * z), np.sin(k * z)
    return np.real(f * c + u / A * s / k), np.real(u * c - f * A * k * s)


def decay(layer, E):
    return np.sqrt((layer.Ec - E) / stiffness(layer, E))


def mismatch(E, layers):
    f, u = 1.0, stiffness(layers[0], E) * decay(layers[0], E)
    for layer in layers[1:-1]:
        f, u = propagate(layer, E, f, u, layer.width)
    return u + stiffness(layers[-1], E) * decay(layers[-1], E) * f


def energies(layers):
    grid = np.linspace(1.3e-4, layers[0].Ec - 1.1e-4, 500)
    val = [mismatch(E, layers) for E in grid]
    return [brentq(mismatch, grid[i], grid[i + 1], args=(layers,), xtol=1e-14)
            for i in range(len(grid) - 1) if val[i] * val[i + 1] < 0]


NODES, WEIGHTS = np.polynomial.legendre.leggauss(200)


def quadrature(layers):
    left, z, w, region = -layers[0].width, [], [], []
    for i, layer in enumerate(layers):
        z.append(left + layer.width * (NODES + 1) / 2)
        w.append(WEIGHTS * layer.width / 2)
        region.append(np.full(len(NODES), i))
        left += layer.width
    return np.concatenate(z), np.concatenate(w), np.concatenate(region)


def components(layers, E):
    """Rows: f, then each eliminated component; total norm is one."""
    f0, u0 = 1.0, stiffness(layers[0], E) * decay(layers[0], E)
    rows = []
    for i, layer in enumerate(layers):
        A, t = stiffness(layer, E), layer.width * (NODES + 1) / 2
        if i == 0:
            f = np.exp(decay(layer, E) * (t - layer.width))
            u = A * decay(layer, E) * f
        elif i == len(layers) - 1:
            f = f0 * np.exp(-decay(layer, E) * t)
            u = -A * decay(layer, E) * f
        else:
            f, u = propagate(layer, E, f0, u0, t)
            f0, u0 = propagate(layer, E, f0, u0, layer.width)
        hidden = [-np.sqrt(p2) * (u / A) / (E - ev)
                  for p2, ev in layer.couplings]
        rows.append(np.array([f] + hidden))
    psi = np.concatenate(rows, axis=1)
    w = quadrature(layers)[1]
    return psi / np.sqrt(np.sum(psi**2 @ w))


def normalized_f_overlap(a, b, w):
    return (a[0] * b[0]) @ w / np.sqrt((a[0]**2 @ w) * (b[0]**2 @ w))


def grid_states(z_left, z_right, h, edges, Ec_list, Ev_list, window):
    """Diagonalize the first-order two-component Hamiltonian; f = 0 at ends.
    f sits on grid nodes and g midway between them (tridiagonal matrix)."""
    n = int(round((z_right - z_left) / h)) - 1
    j = np.arange(2 * n + 1)
    z = z_left + (j + 1) * h / 2

    def sample(values):
        values = np.array(values)
        return 0.5 * (values[np.searchsorted(edges, z - h / 8)]
                      + values[np.searchsorted(edges, z + h / 8)])

    diagonal = np.where(j % 2 == 0, sample(Ev_list), sample(Ec_list))
    off = np.where(j[:-1] % 2 == 0, -P / h, P / h)
    E, v = eigh_tridiagonal(diagonal, off, select="v", select_range=window)
    return E, v, z


# ---------- main example: asymmetric step well ----------
well = step_well()
E = energies(well)
z, w, region = quadrature(well)
psi = [components(well, e) for e in E]
assert len(E) >= 3

edges = [0.0, W_DEEP, W_DEEP + W_STEP]
Ec_list = [layer.Ec for layer in well]
Ev_list = [layer.couplings[0][1] for layer in well]
grids = {h: grid_states(-30, 40, h, edges, Ec_list, Ev_list, (1e-3, DEC - 1e-3))
         for h in (0.02, 0.01)}
E_grid, v_grid, z_grid = grids[0.01]
grid_shift = np.max(np.abs(grids[0.02][0][:3] - E_grid[:3]))
road_gap = np.max(np.abs(E_grid[:3] - np.array(E[:3])))
assert road_gap < 2e-5             # second-order grid error at 0.01 nm

# orthogonality restored, and conduction overlap agrees with diagonalization
pairs = [(0, 1), (0, 2), (1, 2)]
parts = {}
for a, b in pairs:
    parts[a, b] = (psi[a] * psi[b]) @ w
    assert abs(parts[a, b].sum()) < 1e-7
    from_grid = v_grid[1::2, a] @ v_grid[1::2, b]
    assert abs(abs(from_grid) - abs(parts[a, b][0])) < 1e-4
S12 = normalized_f_overlap(psi[0], psi[1], w)
assert abs(S12) > 1e-3             # the conduction envelopes really overlap

# cause: position-dependent but energy-independent mass gives orthogonality
frozen = [Layer(q.width, q.Ec, [], stiffness(q, q.Ec)) for q in well]
E_frozen = energies(frozen)
S_frozen = normalized_f_overlap(*[components(frozen, e) for e in E_frozen[:2]], w)
assert abs(S_frozen) < 1e-7


def first_overlap(layers):
    levels = energies(layers)
    a, b = [components(layers, e) for e in levels[:2]]
    return levels, normalized_f_overlap(a, b, w), (a * b) @ w


S_gap20 = first_overlap(step_well(scale=20.0))[1]
S_gap40 = first_overlap(step_well(scale=40.0))[1]
assert abs(S_gap40 / S_gap20 - 0.5) < 0.05   # next order in energy/gap remains

# explicit cell functions: overlap of f*u_c + g*u_v
cell = 0.5
z_f = z_grid[1::2]
u_c = np.sqrt(2) * np.cos(2 * np.pi * z_f / cell)
u_v = np.sqrt(2) * np.sin(2 * np.pi * z_f / cell)
full = []
for n in (0, 1):
    g_mid = v_grid[0::2, n]
    full.append(v_grid[1::2, n] * u_c + 0.5 * (g_mid[1:] + g_mid[:-1]) * u_v)
cell_overlap = abs(full[0] @ full[1])
assert cell_overlap < 0.1 * abs(parts[0, 1][0])
assert abs(full[0] @ full[0] - 1) < 0.01     # finite cell size

# normalization: energy response to the conduction edge of the deep layer
d = 1e-4
slope = (energies(step_well(d))[1] - energies(step_well(-d))[1]) / (2 * d)
deep = region == 1
slope_full = psi[1][0][deep]**2 @ w[deep]
slope_f_only = slope_full / (psi[1][0]**2 @ w)
assert abs(slope - slope_full) < 1e-5
assert abs(slope - slope_f_only) > 1e-2

# dipole: origin dependence and the commutator relation
far = 50.0


def dipoles(origin):
    both = (psi[0] * psi[1]).sum(axis=0) @ (w * (z + origin))
    f_norm = np.sqrt((psi[0][0]**2 @ w) * (psi[1][0]**2 @ w))
    return both, (psi[0][0] * psi[1][0]) @ (w * (z + origin)) / f_norm


dip_full, dip_f = dipoles(0.0)
dip_full_far, dip_f_far = dipoles(far)
assert abs(dip_full - dip_full_far) < 1e-5
current = P * ((psi[0][0] * psi[1][1] - psi[0][1] * psi[1][0]) @ w)
assert abs((E[0] - E[1]) * dip_full - current) < 1e-7

# ---------- symmetric well: parity protects only opposite-parity pairs ----------
sym = [two_band(OUTER, 1), two_band(10.0, 0), two_band(OUTER, 1)]
E_sym = energies(sym)
w_sym = quadrature(sym)[1]
p_sym = [components(sym, e) for e in E_sym[:3]]
S_sym12 = normalized_f_overlap(p_sym[0], p_sym[1], w_sym)
S_sym13 = normalized_f_overlap(p_sym[0], p_sym[2], w_sym)
assert abs(S_sym12) < 1e-7 and abs(S_sym13) > 1e-3
assert abs(((p_sym[0] * p_sym[2]) @ w_sym).sum()) < 1e-7

# ---------- uniform layer with hard walls: orthogonal f despite m(E) ----------
E_box, v_box, _ = grid_states(0, 10, 0.01, [], [0.0], [-GAP], (1e-3, 1.0))
S_box = v_box[1::2, 0] @ v_box[1::2, 2]
assert abs(S_box) < 1e-8
for n in range(3):
    assert abs(E_box[n] * (E_box[n] + GAP) - P2 * ((n + 1) * np.pi / 10)**2) < 1e-4
    share = np.sum(v_box[0::2, n]**2)
    assert abs(share - E_box[n] / (2 * E_box[n] + GAP)) < 1e-5

# ---------- size of neglected effects ----------
SPLIT, M_BARRIER = 0.33, 0.075     # rough split-off energy (eV), barrier mass


def extended(width, x):
    """Light-hole-like and split-off bands plus free-electron kinetic term."""
    Ec, gap = x * DEC, GAP + x * (DEC + DEV)
    mass = MASS + x * (M_BARRIER - MASS)
    p2 = HB * (1 / mass - 1) / (2 / (3 * gap) + 1 / (3 * (gap + SPLIT)))
    return Layer(width, Ec, [(2 * p2 / 3, Ec - gap),
                             (p2 / 3, Ec - gap - SPLIT)], HB)


ext = [extended(OUTER, 1), extended(W_DEEP, 0),
       extended(W_STEP, STEP), extended(OUTER, 1)]
E_ext, S_ext, parts_ext = first_overlap(ext)
assert abs(parts_ext.sum()) < 1e-7
COLD_GAP = 0.07                    # rough gap increase on cooling (eV)
E_cold, S_cold, _ = first_overlap(step_well(extra_gap=COLD_GAP))
SHEET, EPS_R, TEMP = 1e11, 14.0, 300.0       # cm^-2, relative permittivity, K
field = const.e * SHEET * 1e4 / (const.epsilon_0 * EPS_R)    # V/m, one-sided
drop_meV = field * (W_DEEP + W_STEP) * 1e-9 / 2 * 1e3
kT = const.k * TEMP / const.e

# ---------- printed numbers ----------
print(f"Deep layer: gap {GAP:.2f} eV, band-edge mass {MASS:.3f} m0")
print(f"Offsets: conduction {DEC:.2f} eV, valence {DEV:.2f} eV")
print(f"Widths: deep {W_DEEP:.1f} nm, step {W_STEP:.1f} nm")
print(f"Step edges: Ec {Ec_list[2]:.3f} eV, Ev {Ev_list[2]:.3f} eV")
print(f"Barrier edges: Ec {Ec_list[3]:.3f} eV, Ev {Ev_list[3]:.3f} eV")
print(f"Coupling P = {P:.4f} eV nm; P^2 = {P2:.4f} eV^2 nm^2")
print(f"Barrier band-edge mass implied by P: {HB/stiffness(well[0], DEC):.4f} m0")
for n in range(3):
    print(f"State {n+1}: E = {E[n]:.5f} eV, deep-layer mass "
          f"{HB/stiffness(well[1], E[n]):.5f} m0, valence share "
          f"{psi[n][1]**2 @ w:.4f}")
print(f"Transition energy E2-E1 = {(E[1]-E[0])*1e3:.2f} meV")
print(f"Largest energy difference of two methods = {road_gap*1e3:.5f} meV")
print(f"Energy shift, grid 0.02 to 0.01 nm = {grid_shift*1e3:.5f} meV")
for a, b in pairs:
    q = parts[a, b]
    print(f"Overlap {a+1}-{b+1}: f part {q[0]:+.6f}, g part {q[1]:+.6f}, "
          f"sum {q.sum():+.1e}")
for i, name in enumerate(["left barrier", "deep layer", "step", "right barrier"]):
    q = (psi[0] * psi[1])[:, region == i] @ w[region == i]
    print(f"  1-2 in {name}: f part {q[0]:+.5f}, g part {q[1]:+.5f}")
print(f"1-2 overlap of separately normalized f: {S12:+.5f}; square {S12**2:.6f}")
print(f"Same, energy-independent mass: {S_frozen:+.1e}")
print(f"Same, gaps x20: {S_gap20:+.6f}; gaps x40: {S_gap40:+.6f}; "
      f"ratio {S_gap40/S_gap20:.4f}")
print(f"1-2 overlap with explicit {cell:.1f} nm cell functions: {cell_overlap:.1e}")
print(f"dE2/dEc(deep): finite difference {slope:.5f}")
print(f"  two-component weight {slope_full:.5f}, f-only weight {slope_f_only:.5f}")
print(f"1-2 dipole, origin at well edge: full {dip_full:+.4f} nm, "
      f"f only {dip_f:+.4f} nm")
print(f"1-2 dipole, origin {far:.0f} nm to the left: full {dip_full_far:+.4f} nm, "
      f"f only {dip_f_far:+.4f} nm")
print(f"f-only/full dipole squared: well edge {(dip_f/dip_full)**2:.4f}, "
      f"far origin {(dip_f_far/dip_full)**2:.4f}")
print(f"Dipole from interband current: {current/(E[0]-E[1]):+.4f} nm")
print("Symmetric 10 nm well, E1 E2 E3 = "
      + " ".join(f"{e:.5f}" for e in E_sym[:3]) + " eV")
print(f"  normalized f overlaps: 1-2 {S_sym12:+.1e}, 1-3 {S_sym13:+.5f}")
print(f"Hard-wall 10 nm layer: f overlap 1-3 {S_box:+.1e}")
print(f"Extended model inputs: split-off {SPLIT:.2f} eV, "
      f"barrier mass {M_BARRIER:.3f} m0")
print(f"  E2-E1 = {(E_ext[1]-E_ext[0])*1e3:.2f} meV, f overlap {S_ext:+.5f}")
print(f"  parts: f {parts_ext[0]:+.6f}, upper valence {parts_ext[1]:+.6f}, "
      f"split-off {parts_ext[2]:+.6f}")
print(f"Cold gap (+{COLD_GAP:.2f} eV): E2-E1 = {(E_cold[1]-E_cold[0])*1e3:.2f} meV, "
      f"f overlap {S_cold:+.5f}")
print(f"Sheet charge {SHEET:.0e} cm^-2, permittivity {EPS_R:.0f}: "
      f"drop at most {drop_meV:.2f} meV")
print(f"Thermal energy at {TEMP:.0f} K = {kT*1e3:.2f} meV; "
      f"divided by E1-Ev(deep) = {kT/(E[0]+GAP):.4f}")
print("ALL CHECKS PASSED")
```

It prints:

```
Deep layer: gap 0.75 eV, band-edge mass 0.043 m0
Offsets: conduction 0.50 eV, valence 0.20 eV
Widths: deep 5.0 nm, step 5.0 nm
Step edges: Ec 0.200 eV, Ev -0.830 eV
Barrier edges: Ec 0.500 eV, Ev -0.950 eV
Coupling P = 0.8152 eV nm; P^2 = 0.6645 eV^2 nm^2
Barrier band-edge mass implied by P: 0.0831 m0
State 1: E = 0.10263 eV, deep-layer mass 0.04888 m0, valence share 0.0582
State 2: E = 0.28091 eV, deep-layer mass 0.05911 m0, valence share 0.0903
State 3: E = 0.39647 eV, deep-layer mass 0.06573 m0, valence share 0.1439
Transition energy E2-E1 = 178.28 meV
Largest energy difference of two methods = 0.00034 meV
Energy shift, grid 0.02 to 0.01 nm = 0.00102 meV
Overlap 1-2: f part -0.027938, g part +0.027938, sum +6.8e-14
Overlap 1-3: f part +0.028337, g part -0.028337, sum -7.9e-14
Overlap 2-3: f part -0.035910, g part +0.035910, sum -2.2e-14
  1-2 in left barrier: f part +0.03691, g part +0.00957
  1-2 in deep layer: f part +0.18758, g part +0.01560
  1-2 in step: f part -0.24707, g part +0.00416
  1-2 in right barrier: f part -0.00536, g part -0.00139
1-2 overlap of separately normalized f: -0.03018; square 0.000911
Same, energy-independent mass: -8.6e-15
Same, gaps x20: -0.001760; gaps x40: -0.000884; ratio 0.5025
1-2 overlap with explicit 0.5 nm cell functions: 3.9e-05
dE2/dEc(deep): finite difference 0.23689
  two-component weight 0.23689, f-only weight 0.26040
1-2 dipole, origin at well edge: full -1.6758 nm, f only -1.8565 nm
1-2 dipole, origin 50 nm to the left: full -1.6758 nm, f only -3.3657 nm
f-only/full dipole squared: well edge 1.2274, far origin 4.0339
Dipole from interband current: -1.6758 nm
Symmetric 10 nm well, E1 E2 E3 = 0.04924 0.17438 0.33679 eV
  normalized f overlaps: 1-2 -9.6e-17, 1-3 +0.03045
Hard-wall 10 nm layer: f overlap 1-3 -1.2e-15
Extended model inputs: split-off 0.33 eV, barrier mass 0.075 m0
  E2-E1 = 181.38 meV, f overlap -0.02725
  parts: f -0.025417, upper valence +0.019812, split-off +0.005605
Cold gap (+0.07 eV): E2-E1 = 176.08 meV, f overlap -0.02765
Sheet charge 1e+11 cm^-2, permittivity 14: drop at most 6.46 meV
Thermal energy at 300 K = 25.85 meV; divided by E1-Ev(deep) = 0.0303
ALL CHECKS PASSED
```
